# Linear magnetoresistance and its crossover field in the Parish-Littlewood network, part 1

(Sections cited here and not found follow in the second part.)

A uniform film with one kind of carrier has no longitudinal magnetoresistance in the Drude picture. With sheet resistance $s$, signed mobility $\mu$ (positive for holes) and a field $B$ along $\hat z$, the local law is

$$\mathbf E = s\,\mathbf j + h\,\hat z\times\mathbf j,\qquad h=s\mu B,$$

and the field sits entirely in the Hall term. Yet some strongly inhomogeneous semiconductors show a resistance that rises linearly with $B$ over a wide range of field without levelling off there. A classical explanation has to turn the Hall resistance $h$, the one quantity linear in $B$, into a longitudinal voltage, and it has to say at what field the linear law begins. The Parish-Littlewood model does this with a square lattice of conducting disks, each wired to its four neighbours. The rule attached to it is that the crossover field is about $1/\langle\mu\rangle$ when the spread $\Delta\mu$ is smaller than the mean, and about $1/\Delta\mu$ otherwise. For disks of equal sheet resistance, the case worked out below, the rule is true of a large, roughly square sample measured between two electrodes but not of the bulk resistivity; when $s$ itself is random the mean mobility enters the bulk as well. In a finite network the linear law holds in a window of field.

## One disk

Each disk is uniform and has four terminals W, S, E, N, numbered $k=1,\dots,4$ counter-clockwise, at angles $\theta_k$ spaced by $\pi/2$. A terminal covers an arc of half-angle $\delta$. The inflowing current $I_k$ is assumed to be spread uniformly over the arc, the terminal voltage is the arc average of the potential, and $\sum_k I_k=0$.

Since $\nabla\cdot\mathbf j=0$, there is a stream function with $\mathbf j=(\partial_y\psi,-\partial_x\psi)$, so that $\hat z\times\mathbf j=(-j_y,j_x)=\nabla\psi$. The Hall term is a gradient, so $\nabla\times\mathbf E=0$ reduces to $\nabla\times\mathbf j=0$. The normal current is prescribed on the rim, so the current pattern does not depend on $B$, and $\mathbf E=-\nabla\phi$ gives $\phi=\phi_0-h\psi$, where $\phi_0$ is the zero-field potential.

For $\phi_0$ take unit radius. Terminal $l$ injects, per unit angle, $(I_l/2\pi)\sum_m \mathrm{sinc}(m\delta)\,e^{im(\theta-\theta_l)}$ with $\mathrm{sinc}\,u=\sin u/u$. The $m=0$ terms cancel because the currents sum to zero. The condition $\partial_r\phi_0=s\times$(inflow) is met by $r^{|m|}e^{im\theta}/|m|$ for each $m$, averaging over terminal $k$ gives a second sinc, and $\pm m$ combine into a cosine:

$$(z_0)_{kl}=\frac1\pi\sum_{m\ge1}\frac{\mathrm{sinc}^2(m\delta)}{m}\cos m(\theta_k-\theta_l).$$

For $\psi$, the counter-clockwise tangent is $\hat z\times\hat n$, so $d\psi/d\ell=(\hat z\times\mathbf j)\cdot(\hat z\times\hat n)=\mathbf j\cdot\hat n$, the outflow. Thus $\psi$ falls linearly by $I_k$ across terminal $k$, and the average of $-\psi$ there is $\sum_{l<k}I_l+\tfrac12I_k$ up to a common constant. Subtracting $\tfrac12\sum_lI_l=0$ turns this into $\sum_lA_{kl}I_l$ with $A_{kl}=\tfrac12\,\mathrm{sgn}(k-l)$. The element law, modulo a common voltage, is

$$V=ZI,\qquad Z=s\,z_0+hA .$$

Any zero-sum current is $I=j_xe_x+j_ye_y+Qe_Q$ with $e_x=(1,0,-1,0)$, $e_y=(0,1,0,-1)$, $e_Q=(1,-1,1,-1)$. Applied to $e_x$, $z_0$ gives the factor $1-(-1)^m$ at W and $\cos(m\pi/2)-\cos(m\pi/2)=0$ at S. Applied to $e_Q$ it gives $1-2\cos(m\pi/2)+(-1)^m$, which is 4 for $m=2,6,10,\dots$ and zero otherwise. The eigenvalues are therefore

$$a=\frac2\pi\sum_{m\ \rm odd}\frac{\mathrm{sinc}^2(m\delta)}{m},\qquad q=\frac4\pi\sum_{m=2,6,10,\dots}\frac{\mathrm{sinc}^2(m\delta)}{m}.$$

For the Hall part, direct summation gives $Ae_x=(\tfrac12,1,\tfrac12,0)$, $Ae_y=(0,\tfrac12,1,\tfrac12)$ and $Ae_Q=(\tfrac12,\tfrac12,\tfrac12,\tfrac12)$. Removing the common $\tfrac12$ leaves $\tfrac12e_y$, $-\tfrac12e_x$ and zero. With $|e_x|^2=|e_y|^2=2$ and $|e_Q|^2=4$, the element is summed up by one bilinear form:

$$I'\cdot ZI=2as\,(j'_xj_x+j'_yj_y)+4qs\,Q'Q+h\,(j'_yj_x-j'_xj_y).\tag{1}$$

With lengths in lattice spacings, a uniform network has $\rho_{xx}=\rho\equiv2as$ and $\rho_{yx}=h$, so its Hall ratio is $h/\rho=\mu B/2a$. For $\delta=30^\circ$, used throughout, $a=0.6784$, $q=0.4410$ and $2a=1.3569$. A finite-element solution of the disk with the full conductivity tensor at $\mu B=1.5$ reproduces $Z$ with a largest entry error of $2.4\times10^{-5}\,s$.

## Loop equations

The wires are ideal and the voids between disks are insulating, so $\psi$ has one value per void. A disk touches four voids, SW, SE, NE and NW. The rule that $\psi$ falls by $I_k$ counter-clockwise gives $I_W=\psi_{NW}-\psi_{SW}$, $I_S=\psi_{SW}-\psi_{SE}$, $I_E=\psi_{SE}-\psi_{NE}$, $I_N=\psi_{NE}-\psi_{NW}$. Current conservation at the wires is then automatic. Projecting, $j_x=(I_W-I_E)/2$, $j_y=(I_S-I_N)/2$ and $Q=(I_W-I_S+I_E-I_N)/4$ become

$$j_x=\tfrac12(\psi_{NW}+\psi_{NE}-\psi_{SW}-\psi_{SE}),\quad j_y=\tfrac12(\psi_{SW}+\psi_{NW}-\psi_{SE}-\psi_{NE}),$$

$$Q=\tfrac12(\psi_{NW}+\psi_{SE}-\psi_{SW}-\psi_{NE}).$$

The bulk is represented by an $N\times N$ torus with mean field $\mathbf E$. A terminal voltage is a periodic wire value, minus $\mathbf E\cdot\mathbf r$ at the disk centre, minus $\mathbf E\cdot$(offset of length $\tfrac12$). Multiply by any conserved test current $I'$ and sum over disks $i$. The wire values cancel because the two disks on a wire have opposite inflows, the centre term drops because $\sum_kI'_k=0$, and the offsets give $E_x(I'_W-I'_E)/2+E_y(I'_S-I'_N)/2$:

$$\sum_i I'_i\cdot Z_iI_i=\mathbf E\cdot\sum_i\mathbf j'_i .\tag{2}$$

For periodic $\psi'$ the sums of $j'_x$ and $j'_y$ telescope to zero. Taking $\psi'=1$ on one void $f$ gives the voltage law around it, and taking $I'=e_x$ or $e_y$ on every disk reads off $\mathbf E$.

Write $I=e_x+I[\varphi]$, unit mean current along $x$ plus a periodic part $\varphi$. The first two terms of (1) define a symmetric matrix $L$, the dissipation, which is positive once one void is grounded. For the Hall term consider a disk whose SW corner is $f$. There $\partial j'_x/\partial\psi'_f=-\tfrac12$ and $\partial j'_y/\partial\psi'_f=+\tfrac12$, so it contributes $\tfrac h2(j_x+j_y)=\tfrac h2(\psi_{NW}-\psi_{SE})$, the void above $f$ minus the void to its right. The other three disks follow by quarter turns. Each neighbour $n$ of $f$ then appears twice, once from each disk flanking the bond, and the Hall matrix is

$$B K_{fn}=\tfrac12\,(h_{\rm right}-h_{\rm left}),\tag{3}$$

with right and left seen looking from $f$ to $n$. Reversing the bond swaps them, so $K$ is antisymmetric. The base flow $e_x$ gives the Hall source $Bb_f=\sum_ih_i\,\partial j_{y,i}/\partial\psi_f$, which is half the sum of $h$ on the two disks east of $f$ minus half the sum on the two disks west. For uniform $s$ the ohmic source $\rho\sum_i\partial j_{x,i}/\partial\psi_f$ telescopes to zero, and

$$(L+BK)\varphi=-Bb.\tag{4}$$

## What the bulk sees

Both $K$ and $b$ contain differences of $h$ and nothing else. Adding a constant $h_0$ to every $h_i$ therefore leaves $\varphi$ unchanged, for any arrangement of $s_i$, since a random $s$ adds a field-independent source. In (2) with $I'=e_x,e_y$ the added term is $h_0$ times the mean of $j'_yj_x-j'_xj_y$, in which the periodic part averages out. So $\rho_{yx}$ rises by $h_0$, $\rho_{xy}$ falls by $h_0$, and $\rho_{xx}$, $\rho_{yy}$ do not move. A nodal Kirchhoff solution of a $12\times12$ network with random $s$ and $h$ shows this: under $h\to h+5$ (units of the median $s$) the torus keeps $\rho_{xx}=2.80030$, while the same network between electrodes goes from $2.829$ to $6.759$.

The bulk disorder that counts is thus the spread of $h=s\mu B$, that is of the Hall coefficient, and not of $\mu$ as such. On a $16\times16$ torus with a spread of 0.5 in $\ln s$, a uniform $h=14$ gives zero magnetoresistance to rounding error, although $\mu\propto1/s$ then varies widely. A uniform $\mu B=14$ gives $\Delta\rho/\rho=2.25$, because $h$ now inherits the spread of $s$. This is one route by which the mean mobility enters. From here on $s$ is uniform and the $\mu_i$ are independent Gaussians of mean $\langle\mu\rangle$ and standard deviation $\Delta\mu$; each computed sample is shifted and scaled to have exactly this mean and standard deviation. Dividing (4) by $\rho$ leaves one parameter, and the disorder average is

$$\langle\rho_{xx}\rangle=\rho\,F(x),\qquad x=\frac{\Delta\mu\,|B|}{2a}.$$

The average Hall resistivity follows from two symmetries applied to the zero-mean part $\delta h$. Since $Z(-h)=Z(h)^T$, reversing $h$ transposes every matrix in the solution of (2), so $\rho_{ab}(-h)=\rho_{ba}(h)$; a distribution even in $\delta h$ then has $\langle\rho_{xy}\rangle=\langle\rho_{yx}\rangle$. A quarter turn of the lattice gives $\langle\rho_{xy}\rangle=-\langle\rho_{yx}\rangle$. Both vanish, and restoring the mean gives $\langle\rho_{yx}\rangle=\langle h\rangle$.

## Saturating, quadratic or linear

Put $I'=e_x$ in (2). The ohmic part gives $N^2\rho$. The Hall part gives $-\sum_ih_ij_{y,i}[\varphi]=-B\,b\cdot\varphi$, and (4) turns this into

$$\rho_{xx}=\rho+\frac{B^2}{N^2}\,b^T(L+BK)^{-1}b .$$

The magnetoresistance is the Hall voltage of the transverse currents $j_y[\varphi]$, which the Hall mismatch itself drives. Let $S=L^{-1/2}KL^{-1/2}$, which is antisymmetric, and $\beta=L^{-1/2}b$. Then $(1+BS)^{-1}=(1-BS)(1-B^2S^2)^{-1}$. The part odd in $S$ is an antisymmetric matrix and drops out between $\beta^T$ and $\beta$. The matrix $-S^2=S^TS$ has eigenvalues $\lambda_\alpha^2\ge0$ and eigenvectors $u_\alpha$, so

$$\rho_{xx}=\rho+B^2\sum_\alpha\frac{w_\alpha}{1+B^2\lambda_\alpha^2},\qquad w_\alpha=\frac{(u_\alpha\cdot\beta)^2}{N^2}.\tag{5}$$

The same form holds between electrodes. Take $N$ rows and $M$ columns, all W terminals of the first column on one electrode and all E terminals of the last on the other. Unit current fixes $\psi=0$ on the bottom edge and $\psi=1$ on the top, so $I=(e_x+I[\varphi])/N$ with $\varphi=0$ on those edges. In the analogue of (2) each electrode contributes its voltage times the net test current through it. That is zero for a loop test, which gives (4) again, with (3) read with $h=0$ on the metal side because no disk lies there. For $I'=e_x/N$ it is the voltage drop, which gives (5) with $\rho_{xx}\to R$ and $\rho\to R_0=\rho M/N$. The program tests both versions against nodal analysis to a relative $10^{-7}$.

Each term of (5) is non-negative and grows with $|B|$, starting as $w_\alpha B^2$. Three behaviours at high field matter here. If every weighted mode has $\lambda_\alpha\neq0$, the resistance saturates at $\rho+\sum w_\alpha/\lambda_\alpha^2$. If a mode has $\lambda=0$ and $w\neq0$, it grows as $B^2$; since $Su=0$ means $Kv=0$ for $v=L^{-1/2}u$, and $u\cdot\beta=v\cdot b$, this happens precisely when $b$ overlaps a null vector of $K$. If the weights form a smooth even density $w(\lambda)$, finite at zero, then the kernel $B^2/(1+B^2\lambda^2)$ is a peak of width $1/|B|$ and area $\pi|B|$, and

$$\rho_{xx}\simeq\pi\,w(0)\,|B| .\tag{6}$$

Linear magnetoresistance is the third case; a density that vanishes or diverges at $\lambda=0$ would not give a linear law. A finite network has a discrete spectrum, so it ends in the first or second, and it imitates the third while $1/|B|$ is small against the width of $w$ and large against the spacing of the $\lambda_\alpha$.

Columns alternating between $+h$ and $-h$ realise the second case. With $j_x=1$, $Q=0$ and $j_y$ constant along each column, the loop equation says that $E_y=\rho j_y\pm h$ is the same in neighbouring columns. Zero net $j_y$ makes it zero, so $j_y=\mp h/\rho$ and $E_x=\rho-(\pm h)j_y=\rho+h^2/\rho$. For current along the columns $E_y=\rho$ everywhere and nothing is driven. For $h=4s$ this gives $1.3569+16/1.3569=13.149$ and $1.3569$ in units of $s$, as the nodal solution confirms.

In the bulk, the Hall resistance $h$ produces magnetoresistance only through its differences between disks, and by (5) the resistance can saturate, grow as $B^2$ or, for a smooth density of modes finite at $\lambda=0$, grow linearly. It remains to see what the mean mobility does at the electrodes, whether random disks give the linear case, and at what field the crossover comes.
